\section*{Bloch modes of a multiorbital lead: eigenvalue pairing and velocity sorting}

\section{The question at the electrode}

In a magnetic tunnel junction, electrons reach a thin barrier through a ferromagnetic electrode. A transport calculation treats the electrode as a half-infinite periodic lead and asks which waves can arrive at the barrier, which can leave it, and which only decay away from it. The sign of the wavevector does not settle this, even with one orbital per layer. The answer needs all solutions at one energy, including the decaying ones, and a rule for their direction.

I take elastic, independent electrons at real energy $E$, identical cells of length $d$, and orthonormal orbitals.

\section{One orbital per cell}

Let the level be $\epsilon$ and the nearest-cell hopping $t$, real and nonzero. The amplitudes obey
\[
t c_{n+1}+(\epsilon-E)c_n+t c_{n-1}=0 .
\]
Inserting $c_n=\lambda^n$ and dividing by $t\lambda^n$ gives
\begin{equation}
\lambda+\frac1\lambda=x,\qquad x=\frac{E-\epsilon}{t},\qquad
\lambda=\frac{x\pm\sqrt{x^2-4}}2 .
\label{eq:chain}
\end{equation}
The product of the roots is 1. For $|x|>2$ they are real, one decaying and one growing to the right. For $|x|<2$ they are $e^{\pm i\theta}$ with $\theta=kd$, and $E=\epsilon+2t\cos\theta$. The group velocity is
\[
v=\frac1\hbar\frac{dE}{dk}=\frac d\hbar\frac{dE}{d\theta}
=-\frac{2td}{\hbar}\sin\theta .
\]
For $t>0$ the right mover therefore has negative $\theta$ in $(-\pi,\pi)$. At $|x|=2$ the roots merge and $v=0$.

\section{Several orbitals}

Now $c_n$ has $N$ components. Let $H_0=H_0^\dagger$ be the block within a cell and $T$ the block from row cell $n$ to column cell $n+1$. Hermiticity makes the block to cell $n-1$ equal to $T^\dagger$; $T$ itself need not be Hermitian or invertible. Longer hopping is included by enlarging the cell until only adjacent cells couple. With $A=H_0-E$,
\begin{equation}
Tc_{n+1}+Ac_n+T^\dagger c_{n-1}=0 .
\label{eq:cell}
\end{equation}
Insert $c_n=\lambda^n u$ and divide by $\lambda^{n-1}$:
\begin{equation}
Q(\lambda)u=0,\qquad Q(\lambda)=\lambda^2T+\lambda A+T^\dagger .
\label{eq:quad}
\end{equation}
This is the quadratic eigenproblem. To make it linear, keep $\lambda u$ as a second unknown:
\begin{equation}
\begin{pmatrix}0&I\\-T^\dagger&-A\end{pmatrix}
\begin{pmatrix}u\\ \lambda u\end{pmatrix}
=\lambda\begin{pmatrix}I&0\\0&T\end{pmatrix}
\begin{pmatrix}u\\ \lambda u\end{pmatrix}.
\label{eq:linear}
\end{equation}
The first row is an identity and the second is \eqref{eq:quad}. No eigenvalue is gained or lost. Subtract the right side and add $\lambda$ times the second block column to the first, which leaves the determinant unchanged:
\[
\det\begin{pmatrix}-\lambda I&I\\-T^\dagger&-A-\lambda T\end{pmatrix}
=\det\begin{pmatrix}0&I\\-Q&-A-\lambda T\end{pmatrix}
=(-1)^N\det(-Q)=\det Q .
\]
So $q(\lambda)=\det Q(\lambda)$ has degree at most $2N$, with $\lambda^{2N}$ coefficient $\det T$. If $T$ is singular the degree is lower, and the missing roots are counted as infinite eigenvalues. I assume that $q$ is not identically zero. A band that is flat at $E$ violates this, because then every $\lambda$ on the unit circle is a root.

\section{The pairing}

For finite nonzero $\lambda$ divide $Q$ by $\lambda$:
\[
P(\lambda)=\lambda T+A+\lambda^{-1}T^\dagger .
\]
Since $E$ is real, $A^\dagger=A$, and
\begin{equation}
P(\lambda)^\dagger=\lambda^*T^\dagger+A+\frac1{\lambda^*}T
=P(1/\lambda^*) .
\label{eq:sym}
\end{equation}
A square matrix and its adjoint have kernels of equal dimension. Hence $\lambda$ is an eigenvalue if and only if $1/\lambda^*$ is, with equally many independent vectors.

The multiplicities as roots also agree. From $q(\lambda)=\lambda^N\det P(\lambda)$ and \eqref{eq:sym},
\[
q(\lambda)=\lambda^N[\det P(1/\lambda^*)]^*
=\lambda^N\bigl[(\lambda^*)^Nq(1/\lambda^*)\bigr]^*
=\lambda^{2N}[q(1/\lambda^*)]^* .
\]
Let $q(\lambda)=(\lambda-\lambda_0)^m r(\lambda)$ with $\lambda_0\neq0$ and $r(\lambda_0)\ne0$. Then
\[
q(\lambda)=\lambda^{2N}\Bigl(\frac1\lambda-\lambda_0^*\Bigr)^m[r(1/\lambda^*)]^*
=\lambda^{2N-m}(1-\lambda_0^*\lambda)^m[r(1/\lambda^*)]^* ,
\]
which has a zero of order $m$ at $\lambda=1/\lambda_0^*$. For the roots at zero, write $q=\sum_j q_j\lambda^j$. The same identity gives $q_j=q_{2N-j}^*$. If the lowest power present is $m$, the highest is $2N-m$, so $m$ zero roots accompany $m$ infinite ones.

\textbf{What the pairing does not say.} If $|\lambda|=1$, then $1/\lambda^*=\lambda$. A propagating mode is its own partner, so the rule does not match right movers with left movers.

\textbf{Numerical trial.} I took a random complex lead with $N=4$ at $E=0.05$ in model units. Each image $1/\lambda^*$ was compared with the nearest eigenvalue. The largest distance, relative to the image, was $1.9\times10^{-15}$. For the map $\lambda\to1/\lambda$ it was 1.45. That simpler rule does hold for real blocks, where $P(\lambda)^{\mathsf T}=P(1/\lambda)$, and there it holds at complex $E$ too. The $1/\lambda^*$ rule needs real $E$: otherwise the adjoint in \eqref{eq:sym} belongs to energy $E^*$, and the partner is in general missing from the spectrum at $E$. For the random lead at $E=0.05+0.3i$ the error of this rule was 0.93. At real $E$, with the hopping replaced by a matrix of rank 2, two eigenvalues were zero and two infinite.

\section{Velocity on the unit circle}

For $\lambda=e^{i\theta}$, $P=H(\theta)-E$ with the Bloch Hamiltonian $H(\theta)=H_0+e^{i\theta}T+e^{-i\theta}T^\dagger$. Let $H(\theta)u=\varepsilon(\theta)u$ with $u^\dagger u=1$. Differentiate and multiply by $u^\dagger$ from the left:
\[
u^\dagger H'u+u^\dagger(H-\varepsilon)u'=\varepsilon' .
\]
The second term vanishes because $u^\dagger(H-\varepsilon)=0$. Thus, for any normalization,
\begin{equation}
v=\frac d\hbar\,\frac{u^\dagger \mathcal V u}{u^\dagger u},\qquad
\mathcal V=H'(\theta)=i\lambda T-i\lambda^*T^\dagger .
\label{eq:v}
\end{equation}
For one orbital, $\mathcal V=it(e^{i\theta}-e^{-i\theta})=-2t\sin\theta$, as before.

In the random lead, formula \eqref{eq:v} gave two right movers and two left movers. Their $\lambda$ and slopes were compared with crossings and finite-difference slopes of the diagonalized bands. The summed discrepancy was at most $1.7\times10^{-8}$ in model units.

\textbf{Several modes at one $\lambda$.} If bands cross at $(\theta,E)$, a solver may return any mixture of their vectors. Let the orthonormal columns of $K$ span the kernel of $H-E$. The branches of a Hermitian matrix analytic in one real variable can be followed smoothly through the crossing. On a branch of slope $w$, put $u=Ka+\delta\,u_1$ at $\theta+\delta$. The terms of first order in $\delta$ are
\[
(H-E)u_1+(\mathcal V-w)Ka=0 .
\]
Multiplication by $K^\dagger$ removes the first term and leaves
\begin{equation}
(K^\dagger\mathcal VK)a=wa .
\label{eq:deg}
\end{equation}
The slopes are the eigenvalues of the velocity matrix in the kernel.

A small case shows that this matters. Take $H_0=0$, $E=0$, $\lambda=i$ and
\[
T=\begin{pmatrix}0.3&0.7\\0.7&0.3\end{pmatrix},\qquad
\mathcal V=i\cdot i\,T-i(-i)T=-2T .
\]
Here $\lambda T+\lambda^{-1}T^\dagger=iT-iT=0$, so every vector is a mode. The two basis vectors each give slope $-0.60$, which suggests two left movers. The eigenvalues of $-2T$ are $-2.00$ and $+0.80$: there is one mover in each direction.

\section{Which modes carry current}

The time-dependent equation is $i\hbar\dot c_n=H_0c_n+Tc_{n+1}+T^\dagger c_{n-1}$. In the rate of change of $c_n^\dagger c_n$ the $H_0$ terms cancel:
\[
\frac{d}{dt}c_n^\dagger c_n=\frac{W_n-W_{n-1}}{i\hbar},\qquad
W_n=c_n^\dagger Tc_{n+1}-c_{n+1}^\dagger T^\dagger c_n .
\]
This is a continuity equation with current $J_n=iW_n/\hbar$ from cell $n$ to $n+1$. For a propagating mode $J=u^\dagger\mathcal Vu/\hbar=(v/d)\,u^\dagger u$, so the direction of the current is that of the group velocity.

For two stationary solutions $c'$ and $c$ at the same real $E$, define
\[
W_n(c',c)=c_n'^\dagger Tc_{n+1}-c_{n+1}'^\dagger T^\dagger c_n .
\]
Multiply \eqref{eq:cell} for $c$ by $c_n'^\dagger$, and subtract the adjoint of \eqref{eq:cell} for $c'$ times $c_n$. The $A$ terms cancel, giving $W_n=W_{n-1}$. For modes $c_n'=\lambda'^nu'$ and $c_n=\lambda^nu$, however,
\[
W_n=(\lambda'^*\lambda)^nW_0 .
\]
Both statements can hold only if $W_0=0$ or $\lambda'^*\lambda=1$. One evanescent mode alone has $|\lambda|^2\neq1$ and carries no current.

A decaying mode $u$ and its growing partner $w$, at $1/\lambda^*$, can carry current together. For a simple root, $P(\lambda)$ has rank $N-1$. By \eqref{eq:sym} its left null vector is $w^\dagger$, so its adjugate is a nonzero multiple of $uw^\dagger$. Then $d\det P/d\lambda\ne0$ requires $w^\dagger P'(\lambda)u\neq0$, and
\[
W_0(w,u)=w^\dagger(\lambda T-\lambda^{-1}T^\dagger)u
=\lambda\,w^\dagger P'(\lambda)u\neq0 .
\]
With amplitudes of suitable relative phase this is the tunnelling current through a finite section.

\section{Counting and causality}

Assume that no propagating mode has $v=0$. Let $n(\theta)$ be the number of eigenvalues of $H(\theta)$ below $E$. A branch crossing $E$ with positive slope lowers $n$ by one; one with negative slope raises it by one. Since $n(\theta+2\pi)=n(\theta)$, right and left movers are equal in number. At a crossing $\det P=\prod_j(\varepsilon_j-E)$ has one simple factor for each branch through $E$, so root multiplicity equals the number of modes there. Off the circle, the pairing gives as many roots inside as outside. The total is $2N$, so, counting roots with their multiplicity, there are $N$ rightward modes,
\begin{equation}
|\lambda|<1\quad\text{or}\quad |\lambda|=1,\ v>0,
\label{eq:sort}
\end{equation}
and $N$ leftward ones. This count was found in all of 100 random leads with $N=3$. Off the circle a repeated root can have fewer vectors than its multiplicity. For $H_0=\begin{pmatrix}0&-3\\-3&1\end{pmatrix}$, $T=\begin{pmatrix}0&1\\1&0\end{pmatrix}$ and $E=0$, $q=-(\lambda^2-3\lambda+1)^2$, and the double root $\lambda=0.382$ has a single vector.

The choice $v>0$ is also the causal one. The retarded response uses $E+i\eta$ with small $\eta>0$. On a band, $i\eta=(dE/d\theta)\,\delta\theta$, hence
\begin{equation}
|\lambda|=|e^{i(\theta+\delta\theta)}|\simeq
\exp\Bigl(-\frac{\eta d}{\hbar v}\Bigr)
\simeq 1-\frac{\eta d}{\hbar v} .
\label{eq:eta}
\end{equation}
Right movers go inside the circle and decay to the right; left movers go outside.

Consider cells $1,2,\ldots$ driven by cell 0. With $g$ the retarded Green function of this half lead at its surface cell, $c_1=gT^\dagger c_0$. Every later cell sees an identical half lead, so $c_{n+1}=Fc_n$ with $F=gT^\dagger$. Each rightward mode then satisfies $Fu=\lambda u$. If the $N$ vectors are independent, forming the columns of $U$,
\[
F=U\Lambda U^{-1}=gT^\dagger .
\]
For the random $N=4$ lead, $U\Lambda U^{-1}$ was compared element by element with $gT^\dagger$ from a separate recursive calculation at $\eta=10^{-7}$. The largest absolute difference was $1.7\times10^{-7}$. With the right movers replaced by left movers it was 2.38.

At a band edge the sorting fails. Near a quadratic edge $E_e$, $E-E_e\simeq\frac12\varepsilon''\delta\theta^2$, so $\delta\theta=\pm\sqrt{2(E-E_e)/\varepsilon''}$. The two roots are movers in opposite directions on one side of the edge, an evanescent pair on the other, and coincide at the edge.

\section{A ferromagnetic electrode}

I now take layers with $d=0.143$ nm, zero in-plane momentum, $E=0$, and orbitals $s$, $z^2$, $xz$, $yz$ for each spin. The energies in eV are rough values for an iron-like metal:
\begin{center}
\begin{tabular}{lccc}
 & majority level & minority level & hopping\\
$s$ & $-3.0$ & $-3.0$ & $-2.5$\\
$z^2$ & $-1.7$ & $0.5$ & $0.2$\\
$xz,yz$ & $-1.9$ & $0.3$ & $0.5$
\end{tabular}
\end{center}
The $s$--$z^2$ hopping between adjacent layers is $V=0.8$ eV. This is a model choice, not a value for iron, as explained at the end. By symmetry $xz$ and $yz$ decouple and are two copies of the simple chain.

In the $s$--$z^2$ block $T$ is real and symmetric, so $P=H_0-E+xT$ with $x=\lambda+1/\lambda$. At $E=0$ its determinant gives
\[
(t_st_z-V^2)x^2+(t_s\epsilon_z+t_z\epsilon_s)x+\epsilon_s\epsilon_z=0 .
\]

\textbf{Majority.} The coefficients are $-0.5-0.64=-1.14$, $4.25-0.60=3.65$ and $5.10$. The roots are $x=4.254$ and $-1.052$. By \eqref{eq:chain} the first gives $\lambda=0.250$ and $4.004$, with amplitude decay length $d/|\ln|\lambda||=0.103$ nm. The second gives $\lambda=-0.526\pm0.851i$, a propagating pair. Its right mover has $k=14.86$ nm$^{-1}$ and $v=9.80\times10^5$ m/s. The $xz,yz$ chains have $x=1.9/0.5=3.8$ and are evanescent.

\textbf{Minority.} The coefficients are $-1.14$, $-1.25-0.60=-1.85$ and $-1.50$. The discriminant is $3.42-6.84<0$, so $x=-0.811\pm0.811i$ and no $s$--$z^2$ mode propagates. The decaying pair $\lambda=-0.243\pm0.608i$ has $|\lambda|=0.654$ and decay length 0.337 nm. The partner of $-0.243+0.608i$ is $-0.568+1.418i$, with the same phase and inverse modulus.

The limit $V=0$ shows what closes this channel. The roots would then be $x=-1.2$ for $s$ and $-2.5$ for $z^2$, and the $s$ band would propagate. For general $V$ the discriminant is $0.4225-6V^2$, negative for $V>0.27$ eV. In this model, hybridization closes the channel. That does not establish why iron lacks such a minority state.

The minority $xz,yz$ chains have $x=-0.6$, so $\cos\theta=-0.300$. The right mover has $\sin\theta=-0.954$ and slope $-2(0.5)(-0.954)=0.954$ eV, hence $v=2.07\times10^5$ m/s at $k=-13.12$ nm$^{-1}$. Sorting by the sign of $k$ would reverse it.

\section{How far the numbers can be trusted}

Each estimate below adds one effect to the same electrode.

\begin{itemize}
\item Moving $E$ by $\pm k_BT=\pm25.9$ meV (300 K) changes the majority velocity by 0.3\% and the minority $s$--$z^2$ decay length by less than 2\%.
\item A rough lifetime $\tau=10$ fs corresponds to $\eta=\hbar/2\tau$. By \eqref{eq:eta}, $|\lambda|^2\simeq e^{-d/(v\tau)}$, a mean free path of roughly 10 nm for the majority mode. The slower minority $xz,yz$ modes have only $v\tau\approx2$ nm. Ideal Bloch waves are reasonable over lengths shorter than these, not over a long electrode.
\item Spin-orbit coupling of 0.06 eV, within these orbitals and with the magnetization along the lead, leaves three right movers over both spins. It splits the $xz,yz$ wavevectors by 0.417 nm$^{-1}$, about 3\% of $|k|$, and mixes in up to 1.4\% of the opposite spin. For in-plane magnetization the splitting is much smaller, because the orbital angular momentum along the magnetization then has no matrix element between $xz$ and $yz$.
\item For in-plane momentum $k_x$, neighbours in the next layer sit at $\pm d$ along $x$. I multiply all the hoppings above by $\cos k_xd$ and add $T_{s,xz}=T_{xz,s}=iV\sin k_xd$, since this coupling is odd in $x$; its strength $V=0.8$ eV is assumed. At $k_x=1.0$ nm$^{-1}$ the cosine is 0.990 and the added element $0.114i$ eV. The minority right movers then have up to 1.0\% $s$ weight, against none at $k_x=0$. A $z^2$--$xz$ coupling, also odd in $x$, is omitted here and could change this weight severalfold.
\item A second-layer hopping of one tenth of the first, in the $s$--$z^2$ block, lowers the majority velocity to $8.26\times10^5$ m/s, by 16\%. The minority channel stays closed, with decay length 0.314 nm. With the opposite sign of this hopping the velocity rises instead, to $11.7\times10^5$ m/s, and the decay length is 0.384 nm.
\end{itemize}

The real counterpart is an iron (001) electrode, whose layer spacing and roughly 2 eV exchange splitting the parameters resemble. Calculated bands of bulk iron likewise have a majority state of $s$--$z^2$ symmetry at the Fermi energy along this direction and no minority one. The agreement does not extend to $xz,yz$: iron has propagating states of that symmetry at the Fermi energy for both spins, while the majority band of the model ends 0.9 eV below it. Nor does it confirm the model's mechanism. Nearest neighbours in iron lie along the cube diagonals, which are threefold axes, and along such an axis $s$ and $z^2$ do not couple. Their coupling comes from more distant neighbours. From the second shell it is proportional to $\cos2\theta-1$, which vanishes at $\theta=0$ and $\pi$, where the adjacent-layer hopping used here is largest. With that form and the other parameters unchanged, the lower minority band runs from $-8$ eV at $\theta=0$ to $+0.1$ eV at $\theta=\pi$ and crosses $E=0$ for any coupling strength. The closed minority channel thus depends on the assumed form of $V$. The model omits $p$ orbitals, and in a body-centred cubic crystal second neighbours are only 15\% farther away than first neighbours, so the true second-layer hopping may differ from the tenth assumed. The 16\% is the response of one velocity to that assumption, not an error bar; the velocities are indications of size. A barrier that strongly favours $s$--$z^2$ waves would favour majority electrons here, provided in-plane momentum is conserved and near zero. Rough interfaces and disorder break that condition, and the 1.0\% $s$ weight shows how the symmetry separation begins to fail; it is not a transmission probability. The full mode lists are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
random lead: N = 4, E = 0.05 (model units)
right movers 2, left movers 2
pairing error, 1/conj(lam): 1.9e-15
pairing error, 1/lam: 1.45
pairing error at complex E: 0.93
mode-band mismatch: 1.7e-08
F minus g T^dagger: 1.7e-07; wrong sort: 2.38
leads with N+N count confirmed: 100
rank-2 hopping: 2 zero, 2 infinite eigenvalues
crossing, unsorted slopes: -0.60, -0.60
crossing, true slopes: -2.00, 0.80
layer spacing 0.143 nm, energy 0 eV
s: level -3.0 eV, hop -2.5 eV; s-z2 hop 0.8 eV
z2: levels -1.7, 0.5 eV (maj, min), hop 0.2 eV
xz,yz: levels -1.9, 0.3 eV (maj, min), hop 0.5 eV
majority s-z2: x = 4.254+0.000i, -1.052+0.000i
 R s-z2  lam=+0.250+0.000i |lam|=0.250 decay=0.103 nm
 R xz,yz lam=+0.284+0.000i |lam|=0.284 decay=0.114 nm
 R xz,yz lam=+0.284+0.000i |lam|=0.284 decay=0.114 nm
 R s-z2  lam=-0.526+0.851i k=+14.86/nm v=+9.80e5 m/s
 L s-z2  lam=-0.526-0.851i k=-14.86/nm v=-9.80e5 m/s
 L xz,yz lam=+3.516+0.000i |lam|=3.516 decay=0.114 nm
 L xz,yz lam=+3.516+0.000i |lam|=3.516 decay=0.114 nm
 L s-z2  lam=+4.004-0.000i |lam|=4.004 decay=0.103 nm
minority s-z2: x = -0.811+0.811i, -0.811-0.811i
 R s-z2  lam=-0.243+0.608i |lam|=0.654 decay=0.337 nm
 R s-z2  lam=-0.243-0.608i |lam|=0.654 decay=0.337 nm
 R xz,yz lam=-0.300-0.954i k=-13.12/nm v=+2.07e5 m/s
 R xz,yz lam=-0.300-0.954i k=-13.12/nm v=+2.07e5 m/s
 L xz,yz lam=-0.300+0.954i k=+13.12/nm v=-2.07e5 m/s
 L xz,yz lam=-0.300+0.954i k=+13.12/nm v=-2.07e5 m/s
 L s-z2  lam=-0.568-1.418i |lam|=1.528 decay=0.337 nm
 L s-z2  lam=-0.568+1.418i |lam|=1.528 decay=0.337 nm
kT at 300 K: 25.9 meV
maj s-z2 v at -kT,0,kT: 9.827, 9.799, 9.771 e5 m/s
min s-z2 decay at -kT,0,kT: 0.3327, 0.3373, 0.3427 nm
lifetime 10 fs: maj mean free path 9.80 nm
spin-orbit 0.06 eV: 3 right movers
 xz,yz k splitting 0.417 /nm, spin mixing 1.4e-02
in-plane k 1.0 /nm: s weight in min right movers 1.0e-02
2nd-layer hop x0.1, majority s-z2: 1 right movers, v=8.26e5 m/s
2nd-layer hop x0.1, minority s-z2: 0 right movers, decay=0.314 nm
\end{verbatim}
